# Radiative capture of slow electrons by bare nuclei, summed over shells, part 2

An electron of energy $E=\tfrac12mv^2=\hbar^2k^2/2m$ is captured by a bare point nucleus $Ze$ of infinite mass into shell $n$, emitting one photon of angular frequency $\omega$ (nonrelativistic, electric dipole, no external fields). With

$$K=\frac{Ze^2}{4\pi\varepsilon_0},\qquad \eta=\frac{K}{\hbar v}=\frac{Z}{ka_0},\qquad \eta^2=\frac{Z^2\mathrm{Ry}}{E},$$

the Kramers cross section is

$$\sigma_n^{K}=\frac{\sigma_0\,\eta^2}{n\,(1+n^2/\eta^2)},\qquad \sigma_0=\frac{32\pi}{3\sqrt3}\,\alpha^3a_0^2 ,\tag{1}$$

where $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$ and $a_0=\hbar/(\alpha mc)$. For $\eta\gg1$ the total is

$$\sigma_{\rm tot}=\sigma_0\,\frac{Z^2\mathrm{Ry}}{E}\left[\ln\frac{Z}{ka_0}+\text{const}+o(1)\right].\tag{2}$$

The classical energy radiated per unit $\omega$, integrated over the beam area, is $\kappa$:

$$\kappa=\frac{16\pi}{3\sqrt3}\,\frac{e^2}{4\pi\varepsilon_0c^3}\,\frac{K^2}{m^2v^2},\qquad \frac{2\kappa}{\hbar}=\frac{32\pi}{3\sqrt3}\,\alpha^3a_0^2\,\eta^2=\sigma_0\eta^2 .\tag{6}$$

This holds for parabolic orbits. With $\nu=\omega K/mv^3$, which is at least $\eta/2$ for capture, hyperbolic orbits give $1.0087$ times (6) at $\nu=125$, the excess falling as $\nu^{-2/3}$. The radiating orbits have angular momentum $L$ with

$$l=\frac L\hbar=(4u)^{1/3}\Big(\frac1{n^2}+\frac1{\eta^2}\Big)^{-1/3},\tag{7}$$

where $u=z^{3/2}$ and $z$ has weight $z\,\mathrm{Ai}^2+\mathrm{Ai}'^2$ (Airy function). The small parameters suggest, without proof, a relative error of (1) of order $\min(n,\eta)^{-2/3}$.

With $f(x)=1/[x(1+x^2/\eta^2)]$, $\int_N^\infty f\,dx=\tfrac12\ln(1+\eta^2/N^2)$, and the Kramers total is $\sigma_0\eta^2S$, where $S=\sum_{n\ge1}f(n)$ and $\gamma=0.5772$:

$$S=\ln\eta+\gamma+\frac1{12\eta^2}+\dots\tag{8}$$

The crossover is at $n=\eta$, where the binding energy equals $E$.

For the exact cross section $\sigma_n$, lengths are in $a_0/Z$, $q=ka_0/Z=1/\eta$, $\omega=Z^2(\alpha c/a_0)\,w$ and $w=\tfrac12(q^2+1/n^2)$. The bound radial functions $\phi_l$ of shell $n$ have $\int\phi_l^2dr=1$; the regular continuum functions $F_l$ have unit amplitude at large $r$. With

$$X_l=\int_0^\infty\phi_{l-1}\,r\,F_l\,dr,\qquad Y_l=\int_0^\infty\phi_l\,r\,F_{l-1}\,dr,$$

one has

$$\sigma_n=\frac{16\pi}3\,\alpha^3a_0^2\,\frac{w^3}{q^3}\sum_{l=1}^{n}l\,\big(X_l^2+Y_l^2\big),\qquad Y_n=0.\tag{9}$$

### A recurrence for the radial integrals

The radial operator is $H_l=-d^2/dr^2+l(l+1)/r^2-2/r$, with eigenvalue $-1/n^2$ on $\phi_l$ and $q^2$ on $F_l$. Define $A_l=d/dr+U_l$ and $A_l^\dagger=-d/dr+U_l$ with $U_l=l/r-1/l$. Then $A_l^\dagger A_l=-d^2/dr^2+U_l^2-U_l'$ and $A_lA_l^\dagger=-d^2/dr^2+U_l^2+U_l'$. Inserting $U_l^2=l^2/r^2-2/r+1/l^2$ and $U_l'=-l/r^2$,

$$A_l^\dagger A_l=H_l+\frac1{l^2},\qquad A_lA_l^\dagger=H_{l-1}+\frac1{l^2}.$$

So $A_l$ maps a solution for $l$ to a solution for $l-1$ at the same energy, and $A_l^\dagger$ maps back. Take all functions positive near the origin. There $A_l r^{l+1}\approx(2l+1)r^l$ is positive and regular, which fixes the signs. For bound states the norm of $A_l\phi_l$ is the square root of the eigenvalue of $A_l^\dagger A_l$. For the continuum, $F_l\to\sin\Theta$ with $\Theta'\to q$ gives $A_lF_l\to q\cos\Theta-\sin\Theta/l$, whose amplitude is $(q^2+1/l^2)^{1/2}$. Hence

$$A_l\phi_l=\mu_l\phi_{l-1},\quad A_l^\dagger\phi_{l-1}=\mu_l\phi_l,\quad A_lF_l=\beta_lF_{l-1},\quad A_l^\dagger F_{l-1}=\beta_lF_l,$$

with $\mu_l^2=1/l^2-1/n^2$ and $\beta_l^2=1/l^2+q^2$.

Four facts are used next: $A_l^\dagger r=rA_l^\dagger-1$ and $A_lr=rA_l+1$; the overlap $\langle\phi_l|F_l\rangle$ vanishes because the energies differ; $A_l^\dagger=A_{l+1}^\dagger-1/r-1/[l(l+1)]$; and $A_{l+1}=-A_{l+1}^\dagger+2(l+1)/r-2/(l+1)$. Boundary terms vanish because $\phi_l\,rF_l$ is zero at both ends. Every constant from a commutator and every term $r\cdot(1/r)$ multiplies the vanishing overlap. With $T_l=\langle\phi_l|r|F_l\rangle$ and $1\le l\le n-1$,

$$\mu_lX_l=\langle\phi_l|A_l^\dagger r|F_l\rangle=\langle\phi_l|rA_l^\dagger|F_l\rangle=\beta_{l+1}X_{l+1}-\frac{T_l}{l(l+1)},$$

$$\beta_lY_l=\langle\phi_l|rA_l|F_l\rangle=\langle rA_l^\dagger\phi_l|F_l\rangle=\mu_{l+1}Y_{l+1}-\frac{T_l}{l(l+1)},$$

$$\mu_{l+1}Y_{l+1}=\langle\phi_l|A_{l+1}r|F_l\rangle=\langle\phi_l|rA_{l+1}|F_l\rangle=-\beta_{l+1}X_{l+1}-\frac{2T_l}{l+1}.$$

The third line gives $-T_l/[l(l+1)]=(\mu_{l+1}Y_{l+1}+\beta_{l+1}X_{l+1})/2l$. Putting this in the first two,

$$2l\,\mu_lX_l=(2l+1)\beta_{l+1}X_{l+1}+\mu_{l+1}Y_{l+1},\qquad 2l\,\beta_lY_l=(2l+1)\mu_{l+1}Y_{l+1}+\beta_{l+1}X_{l+1}.\tag{10}$$

All coefficients are positive, so the descent from $l=n$ involves no cancellation.

### The starting value

The top state obeys $A_n^\dagger\phi_{n-1}=0$ because $\mu_n=0$, which gives $\phi_{n-1}=\mathcal N_nr^ne^{-r/n}$ with $\mathcal N_n^2=(2/n)^{2n+1}/(2n)!$. For the continuum put $\rho=qr$ and $F_l=\mathcal C_l\,\rho^{l+1}e^{-i\rho}M$ in $F''+[1+2\eta/\rho-l(l+1)/\rho^2]F=0$. This leaves $\rho M''+(2l+2-2i\rho)M'+[2\eta-2i(l+1)]M=0$, which in the variable $2i\rho$ is Kummer's equation with regular solution $M(l+1+i\eta,\,2l+2;\,2i\rho)$. For $l=0$ the large-argument form of Kummer's function contains the term $e^{2i\rho}(2i\rho)^{-1+i\eta}/\Gamma(1+i\eta)$, with $|i^{i\eta}|=e^{-\pi\eta/2}$. It contributes to $F_0$ an outgoing wave of modulus $\mathcal C_0e^{-\pi\eta/2}/(2|\Gamma(1+i\eta)|)$, which must equal $\tfrac12$. With $|\Gamma(1+i\eta)|^2=\pi\eta/\sinh\pi\eta$ this gives $\mathcal C_0^2=2\pi\eta/(1-e^{-2\pi\eta})$. The relation $A_lF_l=\beta_lF_{l-1}$ near the origin reads $(2l+1)\mathcal C_lq=\beta_l\mathcal C_{l-1}$, and since $\prod_{j=1}^nj(2j+1)=(2n+1)!/2^n$,

$$\mathcal C_n\,q^{n}=\mathcal C_0\,\frac{2^n}{(2n+1)!}\prod_{j=1}^n\big(1+j^2q^2\big)^{1/2}.$$

The integral needed is $X_n=\mathcal N_n\mathcal C_nq^{n+1}(-dJ/d\lambda)$ at $\lambda=1/n$, where $J(\lambda)=\int_0^\infty r^{B-1}e^{-(\lambda+iq)r}M(A,B;2iqr)\,dr$, $A=n+1+i\eta$ and $B=2n+2$. Integrating the power series of $M$ term by term, the factors $\Gamma(B+j)$ cancel the denominators $(B)_j$ and leave a binomial series, so $J=\Gamma(B)(\lambda+iq)^{A-B}(\lambda-iq)^{-A}$. The series converges for large $\lambda$, and both sides are analytic for $\mathrm{Re}\,\lambda>0$, so the result holds at $\lambda=1/n$. With $\lambda\pm iq=(\lambda^2+q^2)^{1/2}e^{\pm i\chi}$ and $\chi=\arctan(q/\lambda)$, each of the factors $(\lambda+iq)^{i\eta}$ and $(\lambda-iq)^{-i\eta}$ has modulus $e^{-\eta\chi}$ and their phases cancel:

$$J=(2n+1)!\,(\lambda^2+q^2)^{-(n+1)}e^{-2\eta\chi},\qquad -\frac{dJ}{d\lambda}=J\,\frac{2(n+1)\lambda-2\eta q}{\lambda^2+q^2}.$$

Here $d\chi/d\lambda=-q/(\lambda^2+q^2)$ was used. At $\lambda=1/n$, with $\eta q=1$, the numerator is $2/n$. The factorials cancel, $q\,\mathcal C_0=[2\pi q/(1-e^{-2\pi\eta})]^{1/2}$, and

$$X_n=\mathcal N_n\frac{2^{n+1}}{n}\left[\frac{2\pi q\prod_{j=1}^n(1+j^2q^2)}{1-e^{-2\pi\eta}}\right]^{1/2}\Big(\frac1{n^2}+q^2\Big)^{-(n+2)}e^{-2\eta\arctan(nq)} .\tag{11}$$

Equations (9) to (11) give every $\sigma_n$. The Gaunt factor is $g_n(\eta)=\sigma_n/\sigma_n^K$. For $n=1$ at threshold, $q\to0$, one has $\mathcal N_1=2$, $X_1^2=128\pi q\,e^{-4}$ and $w=\tfrac12$, so $\sigma_1=(256\pi^2e^{-4}/3)\,\alpha^3a_0^2\eta^2$ and $g_1=8\sqrt3\,\pi e^{-4}=0.7973$.

## Comparison

The recurrence was run in floating point for all shells up to $N=4000$, rescaling at each step and carrying the scale as a logarithm. The shells beyond $N$ were added as $g_N\cdot\tfrac12\ln[1+\eta^2/(N+\tfrac12)^2]$, the Kramers tail times the last Gaunt factor. Threshold values were taken at $\eta=10^9$.

At threshold $g_n=0.7973,\ 0.8762,\ 0.9075,\ 0.9606,\ 0.9919$ for $n=1,2,3,10,100$. The product $(1-g_n)\,n^{2/3}$ is $0.1736$ at $n=500$ and $0.1730$ at $n=4000$, so the error of (1) follows the power expected from the small parameters, with a coefficient $c_g\approx0.173$. For large $n$ the classical picture also gives the right angular momenta. The mean of $l$ with the weights $l(X_l^2+Y_l^2)$ of (9) is $306.4$ at $n=4000$, while (7) gives $(4n^2)^{1/3}\langle z^{1/2}\rangle=306.7$, the average of $u^{1/3}=z^{1/2}$ being taken by quadrature with the weight $z\,\mathrm{Ai}^2+\mathrm{Ai}'^2$.

Define $S_{\rm ex}=\sigma_{\rm tot}/\sigma_0\eta^2=S+\sum_n[g_n(\eta)-1]f(n)$. Suppose that $|g_n-1|$ is bounded by a multiple of $\min(n,\eta)^{-2/3}$, as argued above and as the numbers indicate. For $n\ll\eta$ the summand is $[g_n(\infty)-1]/n$, which falls as $n^{-5/3}$. This series converges, and the part of it beyond $n\sim\eta$ is of order $\eta^{-2/3}$. The true contribution of $n\gtrsim\eta$ is of order $\eta^{-2/3}$ times $\sum_{n>\eta}f$, which is a number of order one. Hence the Gaunt factors cannot change the coefficient of the logarithm, and

$$S_{\rm ex}=\ln\eta+C+D\,\eta^{-2/3}+\dots,\qquad C=\gamma+\sum_{n=1}^\infty\frac{g_n(\infty)-1}{n}.\tag{12}$$

The series for $C$ was summed to $N=4000$ and completed with $-c_g\int_N^\infty n^{-5/3}dn=\tfrac32(g_N-1)$, which gives $C=0.1635$. Of the shift $C-\gamma=-0.4137$, the first shell supplies $-0.2027$, about half, the second $-0.0619$ and the third $-0.0308$. The table lists the sums and $D=(S_{\rm ex}-\ln\eta-C)\,\eta^{2/3}$.

| $\eta$ | $\ln\eta$ | $S$ | $S_{\rm ex}$ | $D$ |
|---|---|---|---|---|
| 25 | 3.2189 | 3.7962 | 3.4437 | 0.5238 |
| 100 | 4.6052 | 5.1824 | 4.7929 | 0.5213 |
| 400 | 5.9915 | 6.5687 | 6.1646 | 0.5197 |

The last digit of $D$ at $\eta=400$ is sensitive to the tail of the series for $C$. The one-term tail above leaves $C$ low by $7\times10^{-7}$, which raises $D$ by $4\times10^{-5}$, and the table allows for this. The quantity $D$ changes by less than one per cent of itself while $\eta$ grows sixteenfold, so $D\approx0.52$, with a slow drift that belongs to terms beyond those kept in (12). The slope between the last two rows is $(6.1646-4.7929)/\ln4=0.9895$. It lies below unity because the positive term $D\eta^{-2/3}$ shrinks as $\eta$ grows. The equal weight of octaves is visible in the exact sums at $\eta=400$. The shells $20$ to $39$ give $0.6885$ and the shells $40$ to $79$ give $0.6769$, both close to $\ln2=0.6931$. The shells $800$ to $1599$, above the crossover, give only $0.0816$, where the Kramers integral is $\tfrac12\ln(1.25/1.0625)=0.081$.

The Kramers total exceeds the exact one by $\gamma-C-D\eta^{-2/3}$ in $S$, so in the limit of large $\eta$ its error relative to the exact total falls only as $1/\ln\eta$. At $\eta=400$ the ratio is still $6.5687/6.1646=1.07$. Formula (2) is an asymptotic statement with logarithmic accuracy unless the constant is taken from the exact theory.

A conjecture ties the coefficients together. Suppose the leading correction to (1) is the classical one for non-parabolic orbits, evaluated at the mean of the initial and final energies. The hyperbolic excess is $0.0087\times125^{2/3}\,\nu^{-2/3}\approx0.22\,\nu^{-2/3}$, and in scaled units $\nu^{-2/3}=q^2w^{-2/3}$ is linear in the orbital energy $q^2/2$. Replacing $q^2$ by $\tfrac12(q^2-1/n^2)$ gives, with $x=n/\eta$,

$$g_n-1\approx c_g\,n^{-2/3}\,(x^2-1)(1+x^2)^{-2/3},\qquad c_g=0.22\times2^{-1/3}\approx0.17,$$

in agreement with the threshold coefficient found above. Inserting this in $\sum(g_n-1)f$, subtracting the threshold series already counted in $C$ and replacing the sum by an integral gives $D=c_g\int_0^\infty x^{-5/3}[1+(x^2-1)(1+x^2)^{-5/3}]\,dx$. The antiderivative is $-\tfrac32x^{-2/3}[1+(1+x^2)^{-2/3}-2(1+x^2)^{1/3}]$, which vanishes at zero and tends to $3$, so $D=3c_g=3\times0.173=0.52$. The agreement supports the conjecture, and the use of the mean energy has not been derived here.

## Capture of a 1 eV electron by bare oxygen

Take O$^{8+}$, $Z=8$, and $E=1.60218\times10^{-19}$ J (1 eV), in the same nonrelativistic dipole theory with a fixed point nucleus. The constants are $a_0=5.29177\times10^{-11}$ m, $\mathrm{Ry}=2.17987\times10^{-18}$ J and $\alpha=7.297353\times10^{-3}$. The electron has $k=\sqrt{2mE}/\hbar=5.1232\times10^9$ m$^{-1}$ and $v=5.9310\times10^5$ m/s, and $K=1.8457\times10^{-27}$ J m. Then

$$\eta=\frac{8}{5.1232\times10^{9}\times5.29177\times10^{-11}}=29.51,\qquad \eta^2=\frac{1.3951\times10^{-16}\ \mathrm J}{1.60218\times10^{-19}\ \mathrm J}=870.8 ,$$

with $Z^2\mathrm{Ry}=64\,\mathrm{Ry}=1.3951\times10^{-16}$ J. The smallest value of $\nu$ for capture is $\eta/2=14.75$. The unit of cross section is

$$\sigma_0=\frac{32\pi}{3\sqrt3}\,(7.297353\times10^{-3})^3(5.29177\times10^{-11}\ \mathrm m)^2=2.1053\times10^{-26}\ \mathrm{m^2},$$

$$\sigma_0\eta^2=2.1053\times10^{-26}\times870.76=1.8332\times10^{-23}\ \mathrm{m^2}.$$

The same number follows from the classical spectrum. Equation (6) gives $\kappa=9.6664\times10^{-58}$ J s m$^2$, and with $\hbar=K/\eta v$, $2\kappa/\hbar=2\times9.6664\times10^{-58}\times29.5087\times5.9310\times10^5/1.8457\times10^{-27}=1.8332\times10^{-23}$ m$^2$.

For single shells (1) gives, for instance, $\sigma_1^K=1.8332\times10^{-23}/(1+1/870.76)=1.8311\times10^{-23}$ m$^2$ and $\sigma_{30}^K=1.8332\times10^{-23}/[30\,(1+900/870.76)]=3.005\times10^{-25}$ m$^2$. The exact values come from (9) to (11).

| $n$ | $\sigma_n^K$ (m$^2$) | $\sigma_n$ (m$^2$) | $g_n$ |
|---|---|---|---|
| 1 | $1.8311\times10^{-23}$ | $1.4605\times10^{-23}$ | 0.7976 |
| 2 | $9.1242\times10^{-24}$ | $8.0018\times10^{-24}$ | 0.8770 |
| 3 | $6.0483\times10^{-24}$ | $5.4972\times10^{-24}$ | 0.9089 |
| 10 | $1.6444\times10^{-24}$ | $1.5904\times10^{-24}$ | 0.9672 |
| 30 | $3.0049\times10^{-25}$ | $3.0039\times10^{-25}$ | 0.9997 |
| 100 | $1.4684\times10^{-26}$ | $1.4906\times10^{-26}$ | 1.0151 |

The lowest shells have nearly their threshold Gaunt factors. The factor reaches unity close to $n=\eta$ and exceeds it above, so the Kramers formula overestimates the low shells and slightly underestimates the high ones. The mean-energy conjecture puts the sign change at $x=1$, since the mean energy is zero there and the orbit is a parabola.

With $\ln\eta=3.3847$ and $1/12\eta^2=9.57\times10^{-5}$, the Kramers sum (8) is $3.3847+0.5772+0.0001=3.9620$. The exact sum, from the recurrence up to $n=2000$ and the tail described above, is $S_{\rm ex}=3.6030$. Formula (12), with $\eta^{-2/3}=870.76^{-1/3}=0.1047$ and the value of $D$ at $\eta=400$, gives $3.3847+0.1635+0.5197\times0.1047=3.6026$. Multiplying by $\sigma_0\eta^2$,

$$\ln\eta\ \text{alone: }6.20\times10^{-23}\ \mathrm{m^2},\qquad \text{Kramers: }7.26\times10^{-23}\ \mathrm{m^2},\qquad \text{exact: }6.61\times10^{-23}\ \mathrm{m^2},$$

the last being $6.61\times10^5$ barn. Relative to the exact total the Kramers sum is 10 per cent high and the bare logarithm 6 per cent low. The bare logarithm lies closer because $C+D\eta^{-2/3}=0.22$ is nearer to zero than to $\gamma$ at this energy. The ground shell takes 22 per cent of the captures and the shells $n\le29$ take 90 per cent. The remaining tenth is close to the Kramers estimate $\tfrac12\ln2$ divided by $S_{\rm ex}$.

The model limits the digits worth keeping. Relativistic corrections are governed by $(Z\alpha)^2=3.4\times10^{-3}$. The photon wave number times the orbit size $n^2a_0/Z$ is $Z\alpha wn^2=\tfrac12Z\alpha(1+n^2/\eta^2)$, at most $Z\alpha$ for the shells $n\le\eta$ that take nine tenths of the captures. The term linear in this quantity is the interference of the dipole amplitude with the next term in the expansion of the photon wave. After the sum over polarisations it is odd in the photon direction and vanishes when that direction is integrated over, so terms beyond the dipole enter the total at order $(Z\alpha)^2$ as well. The finite nuclear mass enters through $m/M\approx3.4\times10^{-5}$ in the reduced mass and, because the recoiling nucleus is charged and radiates too, through $Zm/M\approx2.7\times10^{-4}$ in the dipole moment, for $M=16$ u. These are sizes of expansion parameters and their coefficients have not been computed, so the physical cross section is best quoted as $6.6\times10^{-23}$ m$^2$.

The logarithm also assumes that all shells up to $n\sim\eta$ survive as bound states. If an electric field or collisions strip the shells above some $n_c\ll\eta$, the sum stops there, each remaining term is $g_n(\infty)/n$ to leading order, and $\ln\eta$ is replaced by $\ln n_c$. The approach of the truncated sum to $\ln n_c+C$ is slow: at $n_c=10$ the sum is $2.57$ against $2.47$. At fixed $n_c$ the cross section then approaches a pure $1/E$ law as the energy falls. This treats the cutoff as sharp, ignores radiative decay of high shells before they are stripped, and keeps the field-free cross sections for the surviving shells. It is not a rule for magnetised electron beams, where measured rates at the lowest relative energies exceed the field-free value. For an ion that keeps some electrons the occupied orbitals are blocked and the low shells are not hydrogenic, so the constant $C$ does not apply.
